How the Coulomb pseudopotential lowers the isotope coefficient in McMillan's equation, part 1

(Sections cited here and not found follow in the second part.)

Q: You say that the Coulomb repulsion changes the isotope effect. I doubt it, because the repulsion between electrons does not know the mass of the ions. Before we argue, what exactly is being calculated, and from what starting point?

A: The quantity is the isotope coefficient

α = −d ln Tc / d ln M,

where M is the ionic mass, so that locally Tc ∝ M^(−α). I set k_B = ħ = 1 and give temperatures, frequencies and energies in kelvin. The starting point is McMillan's equation,

Tc = (Θ/1.45) exp[ −a(1+λ)/D ],
D = λ − μ*(1+cλ),   a = 1.04,   c = 0.62.

Θ is the Debye temperature, λ the dimensionless electron-phonon coupling and μ* the Coulomb pseudopotential. The equation has a meaning only for D > 0. As D falls to zero from above, Tc vanishes faster than any power, and for D ≤ 0 the equation predicts no superconductivity. The constants 1.45, a and c are not derived. They are fitted to numerical solutions of the isotropic Eliashberg equations, so the equation is a premise here, and whatever follows from it inherits the accuracy of a fit. Three quantities in it could depend on M, namely Θ, λ and μ*, and each has to be examined.

Q: Begin with λ. The electron-phonon matrix element contains 1/√(Mω). How can λ not depend on the mass?

A: Assume harmonic phonons and the adiabatic approximation, in which the electrons follow the ions and the force constants come from the electronic ground state at fixed ionic positions. Let u_j be the Cartesian displacements of the ions, M_j the mass belonging to coordinate j, M the diagonal matrix of these masses, and Φ the matrix of force constants (K in the program). Φ does not contain the masses. The equations of motion are M ü = −Φu. Putting u = M^(−1/2) v turns them into v̈ = −W v with the symmetric matrix

W = M^(−1/2) Φ M^(−1/2),   W e_ν = ω_ν² e_ν,

whose eigenvectors e_ν are orthonormal. Each mode is an oscillator of unit mass with coordinate (b_ν + b_ν†)/√(2ω_ν), so

u = Σ_ν M^(−1/2) e_ν (b_ν + b_ν†)/√(2ω_ν).

A displacement changes the potential felt by the electrons. Let I_j be the matrix element, between two states on the Fermi surface, of the change of potential per unit displacement u_j. It is an electronic quantity without masses. The coupling to mode ν is the coefficient of b_ν + b_ν† in I·u,

g_ν = (I · M^(−1/2) e_ν)/√(2ω_ν).

The Eliashberg spectral function, usually written α²F and called S here to avoid a clash with α, is S(ω) = N Σ_ν g_ν² δ(ω − ω_ν), averaged over pairs of Fermi-surface states. N is the density of states per spin at the Fermi level, and δ(ω − ω_ν) is the Dirac function. The definition of λ is 2∫S(ω)dω/ω, which gives

λ = Σ_ν λ_ν,   λ_ν = 2N g_ν²/ω_ν = N (I · M^(−1/2) e_ν)²/ω_ν².

The sum Σ_ν e_ν e_νᵀ/ω_ν² is the spectral form of W⁻¹, and inverting the product that defines W gives W⁻¹ = M^(1/2) Φ⁻¹ M^(1/2). Therefore

λ = N Iᵀ M^(−1/2) W⁻¹ M^(−1/2) I = N Iᵀ Φ⁻¹ I.

All masses have cancelled. In a crystal the same algebra holds for each phonon wave vector with Hermitian matrices, and the Fermi-surface average of mass-independent terms is mass-independent. The reason is that λ measures the static response of the lattice: the electron pushes with force I, the lattice yields by Φ⁻¹I, and a static displacement depends on stiffness but not on inertia. The program tests this on a random six-coordinate lattice with two species, comparing the mode sum from diagonalization with IᵀΦ⁻¹I for three pairs of masses.

Q: And the frequency scale?

A: If all masses are multiplied by s, then W is divided by s, the eigenvectors are unchanged and every ω_ν is multiplied by s^(−1/2). The λ_ν are unchanged, since the factor 1/s from M^(−1/2) squared cancels against the factor s from 1/ω_ν². The spectrum keeps its shape and only its scale moves. Any characteristic frequency, whether Θ or the average ω_log defined by ln ω_log = (1/λ) Σ_ν λ_ν ln ω_ν, obeys

d ln Θ / d ln M = −1/2.

This covers an element, and a compound in which all masses are scaled together. If μ* were a constant, the exponential in McMillan's equation would be mass-independent, Tc would be proportional to Θ, and α would be exactly 1/2.

Q: That is my point. So everything hangs on μ*. What is it, if it is not simply the Coulomb repulsion?

A: It is the repulsion after the states far from the Fermi level have been eliminated, and the simplest model that shows this is the two-square-well gap equation. At Tc the mean-field gap equation is linear. For a constant density of states and a gap even in the band energy ξ, measured from the Fermi level, it reads

Δ(ξ) = ∫₀^E dξ′ V(ξ,ξ′) Δ(ξ′) tanh(ξ′/2T)/ξ′.

V is the dimensionless interaction with attraction counted positive. The pair propagator is tanh(ξ′/2T)/(2ξ′), and folding negative ξ′ onto positive ξ′ doubles it. The phonon attraction λ acts only when both energies are below a phonon cutoff ω_c. The bare repulsion μ, which is N times a screened Coulomb matrix element, acts up to an electronic cutoff E of the order of the Fermi energy or bandwidth. I assume that μ and E are mass-independent and that E ≫ ω_c ≫ T. Then V = λ − μ if both energies are below ω_c and V = −μ otherwise, and Δ takes two values, Δ₁ below ω_c and Δ₂ above:

Δ₁ = (λ − μ) K₁ Δ₁ − μ K₂ Δ₂,
Δ₂ = −μ K₁ Δ₁ − μ K₂ Δ₂,

with K₁ the integral of tanh(ξ/2T)/ξ from 0 to ω_c and K₂ the integral from ω_c to E. Above ω_c the hyperbolic tangent differs from 1 by about 2e^(−ξ/T), so

K₂ = ln(E/ω_c)

up to terms of order e^(−ω_c/T). The second equation gives Δ₂(1 + μK₂) = −μK₁Δ₁, that is

Δ₂ = −μ* K₁ Δ₁,   μ* = μ/(1 + μ ln(E/ω_c)).

Subtracting the second equation from the first removes every term in μ and leaves Δ₁ − Δ₂ = λK₁Δ₁. Inserting Δ₂ and dividing by Δ₁ gives 1 + μ*K₁ = λK₁, or

1 = (λ − μ*) K₁.

Taking the reciprocal of the definition puts μ* in its most useful form,

1/μ* = 1/μ + ln(E/ω_c).

This is the Morel-Anderson pseudopotential. With K₁ = 1/(λ − μ*) the gap ratio is Δ₂/Δ₁ = −μ*/(λ − μ*). The gap changes sign above ω_c, and with that sign the term −μK₂Δ₂ in the first equation is positive, so the high-energy states partly compensate the repulsion. The bare μ does not know the mass, as you said. But μ* contains ω_c, which is a phonon frequency.

Q: You have not evaluated K₁.

A: For α only its logarithmic dependence is needed, but the constant is easy and will be used again. Put x = ω_c/2T. Since d K₁/dx = tanh x / x = 1/x − (1 − tanh x)/x, we have K₁ = ln x + const + ∫_x^∞ (1 − tanh y) dy/y, and the last integral is of order e^(−2x) = e^(−ω_c/T). To find the constant, note that tanh(ξ/2T) has simple poles at ξ = iω_n, with ω_n = πT(2n+1) the Matsubara frequencies, each with residue 2T. Summing the pole terms in pairs ±iω_n gives tanh(ξ/2T)/ξ = Σ_{n≥0} 4T/(ξ² + ω_n²). Integrating term by term,

K₁ = 2πT Σ_{n≥0} w(ω_n/ω_c)/ω_n,   w(x) = (2/π) arctan(1/x).

Consider any weight with w(0) = 1, approached at least linearly, and w(x) + w(1/x) = 1. The arctangent weight has these properties. First replace w by a sharp step that keeps n < n_c = ω_c/(2πT). Then 2πT/ω_n = 2/(2n+1), and the sum of reciprocals of the odd numbers below 2n_c is H(2n_c) − H(n_c)/2, with H the harmonic numbers. Using H(n) → ln n + γ, with γ Euler's constant,

Σ_{n<n_c} 2/(2n+1) = 2 ln(2n_c) + 2γ − ln n_c − γ = ln(4n_c) + γ = ln(2e^γ ω_c/πT).

The difference between w and the step, divided by x, is bounded, so for T ≪ ω_c its sum becomes the integral ∫₀¹ (w(x) − 1) dx/x + ∫₁^∞ w(x) dx/x. Substituting x → 1/x in the second integral leaves dx/x invariant and turns it into ∫₀¹ w(1/x) dx/x = ∫₀¹ (1 − w(x)) dx/x, which cancels the first. Hence

K₁ = ln(2e^γ ω_c/πT),   Tc = (2e^γ/π) ω_c exp[−1/(λ − μ*)],

and any weight with that symmetry has the same logarithm as a sharp cutoff. The program solves the two-component gap equation with both integrals done by quadrature and tests this Tc and the gap ratio.

Q: Very well, μ* contains a phonon frequency. How fast does it change with the mass, and in which direction?

A: Differentiate 1/μ* = 1/μ + ln E − ln ω_c with respect to ln ω_c at fixed μ and E. The left side gives −(1/μ*²) dμ*/d ln ω_c and the right side gives −1, so

dμ*/d ln ω_c = μ*².

Let ω_c = pΘ with a fixed number p. Then d ln ω_c = d ln Θ = −(1/2) d ln M whatever p is, and

dμ*/d ln M = −μ*²/2.

A heavier isotope has slower phonons. The logarithmic window between ω_c and E is wider, the electrons avoid each other more effectively, and μ* is smaller. So a mass increase lowers the prefactor of Tc and at the same time weakens the repulsion in the exponent. The second effect opposes the first. Note that μ and E have dropped out of the derivative, which is fixed by μ* alone.

Q: Then what is α from McMillan's equation?

A: Write Tc = Θ F(λ, μ*), so that ln Tc = ln Θ + ln F with

ln F = −ln 1.45 − a(1+λ)/D.

With λ constant, the chain rule gives

d ln Tc/d ln Θ = 1 + (∂ ln F/∂μ*)(dμ*/d ln Θ) = 1 + μ*² ∂ ln F/∂μ*.

The derivative of −a(1+λ)/D with respect to D is +a(1+λ)/D², and ∂D/∂μ* = −(1+cλ), so

∂ ln F/∂μ* = −a(1+λ)(1+cλ)/D².

This is negative, as it must be: more repulsion lowers Tc. Finally α = −(d ln Tc/d ln Θ)(d ln Θ/d ln M) = (1/2) d ln Tc/d ln Θ, which gives

α = (1 − δ)/2,
δ = a(1+λ)(1+cλ) μ*² / [λ − μ*(1+cλ)]².

For λ > 0, D > 0 and μ* ≠ 0 every factor in δ is positive, so α < 1/2. The prefactor 1/1.45 has disappeared, so the result is the same if Θ/1.45 is replaced by any other constant times a phonon frequency, such as ω_log/1.2 in the Allen-Dynes form.

The result can be expressed through Tc itself. Define L = ln(Θ/1.45Tc) = a(1+λ)/D. Then 1/D² = L²/[a²(1+λ)²], and

δ = (μ*L)² (1+cλ)/[a(1+λ)].

Since c < 1 < a, the last factor lies below 1, and it varies only between 1/a and c/a. The size of the reduction is thus set mainly by μ*L. It is large when Tc is many e-folds below Θ. The program tests both forms against a high-precision numerical mass derivative of ln Tc. That test checks the differentiation and says nothing about the quality of the fit.

Q: The chain rule convinces me of the algebra but not of the physics. Why the square of μ*? A first-order effect of the repulsion would seem more natural.

A: The square-well model answers this directly. Write its equations as Δ = V K Δ, with Δ = (Δ₁, Δ₂), K = diag(K₁, K₂), and V the symmetric matrix with V₁₁ = λ − μ and the other three elements −μ. Its determinant is −μ(λ − μ) − μ² = −λμ, which is nonzero, so V⁻¹Δ = KΔ. Change ω_c, E and T slightly so that the equation still holds. V is unchanged, so (V⁻¹ − K) dΔ = dK Δ. Multiply from the left by Δᵀ. Because V⁻¹ − K is symmetric and annihilates Δ, the left side vanishes, and

Δ₁² dK₁ + Δ₂² dK₂ = 0.

With dK₁ = d ln ω_c − d ln T and dK₂ = d ln E − d ln ω_c,

d ln Tc = [1 − (Δ₂/Δ₁)²] d ln ω_c + (Δ₂/Δ₁)² d ln E.

So in this model δ = (Δ₂/Δ₁)² = [μ*/(λ − μ*)]², which is also what the chain rule gives for ln F = const − 1/(λ − μ*). Raising ω_c moves a shell of states from the outer region to the inner one. The inner region gains the weight Δ₁² d ln ω_c and the outer region loses Δ₂² d ln ω_c. The pair amplitude outside the phonon window is first order in μ*, because only the repulsion scatters pairs there, and its weight in the eigenvalue condition is the square of the amplitude. The first-order effect of μ* that you expected does exist, since it lowers Tc, but it lowers Tc by the same factor for all isotopes and so leaves α alone.

Two consequences follow. The exponents of ω_c and E add up to 1, as dimensional analysis demands, so δ is the share of the energy scale of Tc that is set by the electronic cutoff instead of the phonons. And δ, being the square of Δ₂/Δ₁, is positive for either sign of the high-energy interaction: a weak high-energy attraction, μ < 0 with 1 + μ ln(E/ω_c) > 0, would also reduce α below 1/2 in this model. The amount is not the same for the two signs, because μ* also enters the denominator: at λ = 0.35, μ* = +0.1 gives δ = (0.1/0.25)² = 0.16 and μ* = −0.1 gives δ = (0.1/0.45)² = 0.049. With λ = 0.35, ω_c = 400 K, E = 60000 K and μ = 0.4, the quadrature solution has Tc = 4.507 K and Δ₂/Δ₁ = −0.6140. The finite-difference shift of Tc with ω_c gives δ = 0.3770, which is 0.6140², and α = 0.3115. The agreement with [μ*/(λ − μ*)]² is a test in the program.

Q: The square-well δ and the McMillan δ look different. Where do the factors 1 + λ and 1 + cλ come from?

A: The first has a simple origin. Phonons renormalize the electrons near the Fermi level by a factor Z = 1 + λ, which will appear explicitly in the Eliashberg equations, and this divides the pair propagator inside the phonon window by Z while leaving it alone outside. In a square-well treatment that replaces K₁ by K₁/(1+λ) in both equations. The elimination of the outer component goes through unchanged, giving 1 = (λ − μ*)K₁/(1+λ), so that ln F = const − (1+λ)/(λ − μ*) and δ = (1+λ)μ*²/(λ − μ*)². This is the McMillan result with a = 1 and c = 0. The values a = 1.04 and c = 0.62 do not follow from this picture. They are fitted numbers that absorb what the square well leaves out, such as the smooth frequency dependence of the phonon kernel, of Z and of the gap.

Q: You keep calling δ a term in μ*², but μ* is also in the denominator.

A: That is right, and the phrase holds only at leading order. Factor λ out of D:

δ = [a(1+λ)(1+cλ)/λ²] μ*² × [1 − μ*(1+cλ)/λ]^(−2).

The first bracket times μ*² is the leading term as μ* → 0 at fixed λ. The second factor equals (λ/D)² and expands as 1 + 2μ*(1+cλ)/λ + …, so the expansion parameter is μ*(1+cλ)/λ and not μ* itself. Exactly where δ is important this parameter is not small, and the full denominator must be kept. The program tests the leading coefficient at λ = 0.4 with a very small μ and finds δ/μ*² = 11.36.

Q: Now the claim that the term matters only for small λ. Small compared with what, and does δ really die away as λ grows?

A: Collect the λ terms in the denominator: D = λ(1 − cμ*) − μ* = (1 − cμ*)(λ − λ₀), where

λ₀ = μ*/(1 − cμ*)

is the threshold for superconductivity, assuming cμ* < 1. Then

δ = a c μ*²/(1 − cμ*)² × (λ + 1)(λ + 1/c)/(λ − λ₀)².

Taking the logarithm and differentiating at fixed μ*,

d ln δ/dλ = 1/(λ + 1) + 1/(λ + 1/c) − 2/(λ − λ₀).

For μ* > 0 and λ > λ₀ we have λ + 1 > λ − λ₀ > 0 and λ + 1/c > λ − λ₀, so each of the first two terms is smaller than 1/(λ − λ₀) and the sum is negative. Thus δ falls monotonically with λ. It diverges at λ₀. As λ → ∞ the last fraction tends to 1 from above, so δ does not vanish but approaches the floor

δ_∞ = a c μ*²/(1 − cμ*)².

Within McMillan's equation δ > δ_∞ for every finite λ, so (1 − δ_∞)/2 is an upper bound on α and is not reached. The floor exists because μ* enters multiplied by 1 + cλ, which grows with λ.

The correct statement is therefore this. The reduction is present at all λ. It is of order one when λ is within a few μ*, where δ behaves like aμ*²/(λ − λ₀)² apart from the slowly varying factor (1+λ)(1+cλ)/(1 − cμ*)². It falls to a small nonzero floor of order μ*² at large λ. "Small λ" means small on the scale of μ*, not on the scale of 1. The program tests the monotonic fall and the inequality δ > δ_∞ on sixty values of λ, the limit at very large λ, and the logarithmic slope at λ = 0.5, all from numerical mass derivatives.

Q: If δ diverges at threshold, α must become negative. Is that an artifact?

A: Within the model it is real, and the square-well solution shows it too, for |Δ₂| > |Δ₁|, that is λ < 2μ*. Near threshold the exponent is so sensitive to μ* that the weaker repulsion of the heavier isotope outweighs the smaller prefactor. In McMillan's equation α = 0 requires D² = aμ*²(1+λ)(1+cλ). The left side is (1 − cμ*)²λ² − 2μ*(1 − cμ*)λ + μ*² and the right side is aμ*²[1 + (1+c)λ + cλ²]. Subtracting,

Aλ² + Bλ + C = 0,
A = (1 − cμ*)² − a c μ*²,
B = −2μ*(1 − cμ*) − a(1+c)μ*²,
C = (1 − a)μ*².

A > 0 is the same condition as δ_∞ < 1. Since a > 1, C is negative, the product of the roots C/A is negative, and there is exactly one positive root,

λ_z = [−B + √(B² − 4AC)]/(2A).

At λ₀ the left side D² is zero and the polynomial is negative, so λ_z lies above λ₀, in the superconducting range. For λ₀ < λ < λ_z the coefficient α is negative. As μ* → 0, A → 1 and B → −2μ*, so B² − 4AC → 4aμ*² and λ_z → (1 + √a)μ*, just above 2μ*. For finite μ* the root is higher. At λ = 2μ*, D = μ*(1 − 2cμ*) and δ = a(1 + 2μ*)(1 + 2cμ*)/(1 − 2cμ*)², which exceeds 1 for 2cμ* < 1, so monotonicity gives λ_z > 2μ*. That is a lower bound and not an estimate, as the numbers will show. The caution is of another kind: near threshold δ depends on 1/D², so any error of the fit in D is strongly amplified, and Tc there is very small.

McMillan's equation with a mass-dependent μ* gives α = (1 − δ)/2, where δ is positive, falls with λ to a small floor, and is large enough near threshold to make α negative. What remains is to put in numbers, to examine the cutoff convention and the fit against the Eliashberg equations, and to see what can be concluded for compounds and from measurements.
